# Irreversible Langmuir Adsorption in Ideal Plug Flow, part 2

A carrier gas flows at constant speed $u$ through a channel. From laboratory time $s=0$ it carries a dilute precursor of inlet density $n_0$, which sticks irreversibly to the free sites of an initially clean wall. We want the gas density $n$ and the coverage $\theta$ at distance $z$ from the inlet. With density uniform over the cross-section and no axial diffusion, the balances are

$$\frac{\partial n}{\partial s}+u\frac{\partial n}{\partial z}=-ak\,n\varphi, \tag{1}$$

$$\frac{\partial\theta}{\partial s}=s_0k\,n\varphi. \tag{2}$$

Here $\varphi=1-\theta$ is the free fraction, $a$ the wall area per gas volume, $s_0$ the area per site and $k=\beta_0\bar v/4$ the clean-wall uptake velocity, with sticking probability $\beta_0$ and mean thermal speed $\bar v$. The clean-wall gas loss rate is $\Gamma_g=ak$, and the site filling rate is $\Gamma_s=s_0kn_0$.

In the dimensionless distance $x=\Gamma_gz/u$, the dimensionless local time $t=\Gamma_s(s-z/u)$, which starts when the gas front arrives, and the relative density $c=n/n_0$, the balances become

$$\frac{\partial c}{\partial x}=-c\varphi, \tag{3}$$

$$\frac{\partial\varphi}{\partial t}=-c\varphi. \tag{4}$$

They are unchanged when $x$ is exchanged with $t$ and $c$ with $\varphi$. For a step inlet the closed form is

$$c=\frac{e^t}{W},\qquad \theta=\frac{e^t-1}{W},\qquad W=e^t+e^x-1\qquad(t\ge0),$$

and both vanish for $t<0$. Hence $\theta=(1-e^{-t})c$. For a pulse of any shape, $e^t$ is replaced by $e^E$ in $W$ and in $\theta$, where $E$ is the dimensionless dose: the integral over $t$ of the inlet density relative to $n_0$.

The level $c=p$ is reached at

$$t_p=\ln(e^x-1)+\ln\frac{p}{1-p}, \tag{12}$$

if $p>e^{-x}$. The time between the 10 % and 90 % levels is therefore

$$t_{0.9}-t_{0.1}=\ln9-\ln\tfrac19=2\ln9 \tag{13}$$

wherever $e^{-x}<0.1$. The coverage $\theta=q$ is reached at

$$t_q=\ln\left(1+\frac{q}{1-q}e^x\right). \tag{14}$$

## The speed of the adsorption front

Dividing numerator and denominator of $c$ by $e^t$ gives

$$c=\frac{1}{1+e^{x-t}-e^{-t}}\;\longrightarrow\;\frac{1}{1+e^{x-t}}\qquad(t\gg1).$$

The limiting profile depends on $x-t$ and has its midpoint at $x=t$. In laboratory variables this reads

$$\frac{akz}{u}=s_0kn_0\left(s-\frac zu\right)
\quad\Longrightarrow\quad \frac zu\,(a+s_0n_0)=s_0n_0s .$$

The front therefore moves with the speed

$$v=\frac zs=\frac{u}{1+R},\qquad R=\frac{a}{s_0n_0}. \tag{15}$$

Per unit gas volume there are $a/s_0$ wall sites and, at the inlet density, $n_0$ molecules, so $R$ is the number of sites per gas molecule. The uptake velocity $k$ has cancelled. The speed follows from counting: to advance the front by one unit of volume, the inlet must supply molecules for the wall and for the gas space. The value of $k$ sets the width of the front, which by (13) lasts $2\ln9/\Gamma_s$.

The local time of breakthrough far downstream is $x/\Gamma_s=Rz/u$, to be compared with the transit time $z/u$. Taking local time for laboratory time therefore makes the breakthrough too early by the fraction $1/(1+R)$, which is small only for $R\gg1$. The profile at a given time demands more: the shift $\Gamma_sz/u=x/R$ must also be small compared with the front width $2\ln9$, which does not grow with distance.

## Dose and utilisation

A pulse of dose $E$ leaves on the wall between the inlet and $x$ the dimensionless amount

$$U=\int_0^x\theta\,dx'=\int_0^x\left(1-\frac{W_{x'}}{W}\right)dx'
=x-\ln W(x,E)+\ln W(0,E).$$

Because $W(0,E)=e^E$,

$$U=x+E-\ln W(x,E). \tag{16}$$

To convert this to molecules, note that $dz=u\,dx/(ak)$. The number adsorbed per cross-section is $(a/s_0)\int\theta\,dz=uU/(s_0k)$. The number supplied is $un_0$ times the dose in seconds, $E/(s_0kn_0)$, which is $uE/(s_0k)$. The utilised fraction is thus $U/E$.

If the pulse is chosen to give coverage $q$ at $x$, then $1-q=e^x/W$, so $\ln W=x-\ln(1-q)$ and

$$\frac UE=1+\frac{\ln(1-q)}{E}. \tag{17}$$

The logarithm is negative. Its magnitude, divided by $E$, is the fraction that leaves the coated length unused.

## A channel with round parameters

The following values are model parameters and describe no particular material. Two parallel plates are 5.0 mm apart. The gas speed is 1.0 m/s, the temperature 500 K, and the precursor has a molecular mass of 100 u. Its partial pressure is 10 Pa in a total of 1000 Pa, so that complete removal of the precursor takes away 1 % of the gas molecules. The clean-wall sticking probability is 0.001 and the area per site is 0.25 nm². We ask for the conditions at $z=0.3$ m.

The mean thermal speed is 325.4 m/s, which gives

$$k=\frac{0.001\times325.4}{4}=0.0813\ \mathrm{m/s}.$$

The ideal-gas law gives $n_0=1.4486\times10^{21}\ \mathrm{m^{-3}}$. Two plates at separation $h$ have $a=2/h=400\ \mathrm{m^{-1}}$. The rates are

$$\Gamma_g=400\times0.08134=32.54\ \mathrm{s^{-1}},$$

$$\Gamma_s=0.25\times10^{-18}\times0.08134\times1.4486\times10^{21}=29.46\ \mathrm{s^{-1}},$$

and their ratio is $R=32.537/29.458=1.1045$. The dimensionless distance is $x=32.537\times0.3/1.0=9.761$.

**Breakthrough.** The gas front arrives after 0.300 s with a relative density of only $e^{-x}=5.8\times10^{-5}$. By (12) with $p=1/2$, and since $e^{-x}$ is so small, half the inlet density is reached after a local time of $9.761/29.458=0.3314$ s. The laboratory time is $0.3314+0.300=0.6314$ s. Taking the local time for the laboratory time would place the breakthrough too early by the full transit time, almost half of the correct value.

**Front.** The width in time is $4.394/29.458=0.149$ s. The speed is $1.0/2.1045=0.475$ m/s, so the front extends over about $0.149\times0.475=0.071$ m of the channel. At $s=0.5$ s its midpoint lies at $0.475\times0.5=0.24$ m, and the closed form gives:

- At 0.1 m, $c=0.9998$ and $\theta=0.9998$.
- At 0.2 m, $c=0.9115$ and $\theta=0.9113$.
- At 0.3 m, $c=0.0204$ and $\theta=0.0204$.

The near equality of $c$ and $\theta$ reflects the factor $1-e^{-t}$ found above, which is close to 1 here.

**Pulse length.** For 99 % coverage at 0.3 m, equation (14) gives

$$E=\ln(1+99\,e^{9.761})\approx9.761+4.595=14.356 .$$

A square pulse must therefore last $14.356/29.458=0.487$ s. The last gas of this pulse passes 0.3 m at $0.487+0.300=0.787$ s. Of the pulse length, the first 0.331 s brings the coverage at 0.3 m to one half, and the remaining 0.156 s raises it from there to 99 %.

**Utilisation.** With $\ln(0.01)=-4.605$, equation (17) gives $1-4.605/14.356=0.679$. About 68 % of the precursor is adsorbed within the first 0.3 m.

These results were compared with a numerical integration of balances (1) and (2) in laboratory variables, which moves the gas in small cells and does not use the closed form. The largest deviation is $1.1\times10^{-4}$ in both $c$ and $\theta$, on the scale where full density and full coverage are 1. The tests also covered the front width at 0.1 m and 0.3 m, the front speed and the utilisation. A smooth pulse of sine-squared shape, twice as long as the square pulse and of equal dose, left the same coverage of 0.9900 at 0.3 m. The values are listed in the numerical output below.

## What axial diffusion changes

Let the precursor also diffuse along the channel with coefficient $D$. The gas balance (1) acquires the term $+D\,\partial^2n/\partial z^2$ on its right-hand side. We look for a steady front, with $c$ and $\theta$ functions of $\zeta=z-vs$. A prime denotes $d/d\zeta$. Then $\partial/\partial s$ becomes $-v\,d/d\zeta$, and the balances read

$$(u-v)c'-Dc''=-akc\varphi,\qquad -v\theta'=s_0kn_0c\varphi .$$

Eliminating $c\varphi$ with $ak=R\,s_0kn_0$ gives $(u-v)c'-Dc''=Rv\theta'$. Integrate from the region ahead of the front, where $c$, $c'$ and $\theta$ vanish:

$$(u-v)c-Dc'=Rv\theta. \tag{18}$$

Far behind the front $c=\theta=1$ and $c'=0$, so $u-v=Rv$. This is again $v=u/(1+R)$: axial diffusion does not alter the speed of a steady front.

It does alter the width. Measure length in units of $v/\Gamma_s$, with $\eta=\Gamma_s\zeta/v$, and define

$$\varepsilon=\frac{D\Gamma_s}{v(u-v)} .$$

Equation (18), divided by $u-v=Rv$, and the site balance become

$$\theta=c-\varepsilon c_\eta,\qquad \theta_\eta=-c(1-\theta).$$

Inserting the first into the second gives

$$c_\eta-\varepsilon c_{\eta\eta}=-c(1-c)-\varepsilon c\,c_\eta .$$

For $\varepsilon=0$ we have $c_\eta=-c(1-c)$, and one more derivative gives $c_{\eta\eta}=-(1-2c)c_\eta=(1-2c)c(1-c)$. Using these in the terms that already contain $\varepsilon$, we find to first order

$$c_\eta=-c(1-c)\left[1-\varepsilon(1-2c)-\varepsilon c\right]
=-c(1-c)\left[1-\varepsilon(1-c)\right].$$

To this order, the slope at given $c$ is reduced by the fraction $\varepsilon(1-c)$, which is largest at the leading edge, where $c$ is small. The 10–90 % width follows by integrating $|d\eta|$, again to first order:

$$\int_{0.1}^{0.9}\frac{1+\varepsilon(1-c)}{c(1-c)}\,dc
=2\ln9+\varepsilon\int_{0.1}^{0.9}\frac{dc}{c}
=2\ln9\left(1+\frac\varepsilon2\right). \tag{19}$$

A steady front passes a fixed place at speed $v$, so a width $\Delta\eta$ lasts $\Delta\eta/\Gamma_s$.

For a chosen $D=0.002\ \mathrm{m^2/s}$ the example has

$$\varepsilon=\frac{0.002\times29.458}{0.4752\times0.5248}=0.236 .$$

Equation (19) predicts a width of $0.1492\times1.118=0.167$ s. The numerical integration with axial diffusion, in which the total inlet flux is held at $un_0$, also gives 0.167 s. In the same calculation half density arrives at 0.6375 s, about 1 % later than without diffusion, and 99 % coverage at 0.7915 s, about 0.5 % later. In this example axial diffusion thus shifts these times by about 1 % or less and widens the front by about 12 % of its ideal width.

## What diffusion across the gap changes

The balances assumed a uniform density between the plates. To see what this costs, follow a gas slice along a clean wall. Let $y$ be the distance from the midplane and $b=h/2$, and keep the flat velocity profile. In the slice $\partial n/\partial s=D\,\partial^2n/\partial y^2$, and at the wall the diffusive flux equals the uptake, $-D\,\partial n/\partial y=kn$ at $y=b$. The slowest symmetric solution is

$$n\propto\cos\left(\frac{\mu y}{b}\right)e^{-D\mu^2s/b^2}.$$

The wall condition requires $(D\mu/b)\sin\mu=k\cos\mu$, or

$$\mu\tan\mu=B,\qquad B=\frac{kb}{D}.$$

Uniform gas would decay at the rate $ak=k/b$. The ratio of the true rate to this value is

$$\frac{D\mu^2/b^2}{k/b}=\frac{\mu^2}{B}\approx1-\frac B3\qquad(B\ll1).$$

The approximation follows from $\tan\mu\approx\mu+\mu^3/3$, which turns the condition into $\mu^2(1+\mu^2/3)\approx B$.

Here $B=0.0813\times0.0025/0.002=0.102$, and the solved condition gives a ratio of 0.967. The clean wall takes up about 3 % less than the ideal model assumes. The front speed (15) does not depend on $k$ and stays the same. Using the reduced $k$ at every coverage would make the front about 3 % wider. This overstates the effect, because a partly filled wall takes up gas more slowly and disturbs the uniform density less.

## Where the closed form should not be used

The two estimates give practical conditions: $B\ll1$ for nearly uniform density across the gap, and $\varepsilon\ll1$ for a steady front that axial diffusion hardly widens. The second condition does not cover the density jump at the gas front, which any axial diffusion smooths. Both estimates assume a flat velocity profile. In a real channel the gas is slower near the wall than in the middle, which is a further source of axial spreading not included in the numbers above.

Other failures concern the surface. If sticking is not proportional to the fraction of free sites, equations (3) and (4) both change and the exchange symmetry between gas and sites is lost. Reaction products can also occupy sites. If each adsorption permanently removes a fixed number of further sites that were still free, this only enlarges the area $s_0$ per molecule, and the closed form survives with $\theta$ counted relative to the full wall. This does not cover a molecule that blocks its neighbouring sites, because the blocked zones overlap and the free fraction is then no longer linear in the coverage. On a row of sites where each molecule blocks both neighbours, for example, about 0.41 of the sites are free at half of the saturation coverage, not 0.5, and the front is wider than (13). If the products desorb and block sites further downstream, the two balances no longer suffice. If the precursor is not dilute, its removal changes $u$, and a single retarded time no longer serves the whole channel. The count of molecules behind (15) is more robust than the profile. It needs a steady front that leaves a full wall behind it and a constant gas speed, but no particular law for the uptake within the front.

## Computed results

```
Temperature: 500 K
Precursor mass: 100 u
Precursor partial pressure: 10 Pa
Total pressure: 1000 Pa
Clean-wall sticking probability: 0.001
Area per site: 0.25 nm^2
Channel gap: 5.0 mm
Gas speed: 1.0 m/s
Read-off distance: 0.3 m
Mean thermal speed: 325.4 m/s
Clean-wall uptake velocity k: 0.08134 m/s
Inlet density n0: 1.4486e+21 m^-3
Wall area per gas volume: 400 m^-1
Clean-wall gas loss rate a*k: 32.537 s^-1
Site filling rate s0*k*n0: 29.458 s^-1
Wall sites per gas molecule R: 1.1045
Dimensionless read-off distance x: 9.7610
Relative density at gas front, exp(-x): 5.766e-05
Gas transit time: 0.300 s
Half-density passage, local time: 0.3314 s
Half-density passage, lab time: 0.6314 s
Same, simulation: 0.6314 s
Dimensionless 10-90 % width: 4.3944
10-90 % width in time: 0.1492 s
Same, simulation at 0.3 m: 0.1492 s
Same, simulation at 0.1 m: 0.1492 s
Adsorption front speed: 0.4752 m/s
Same, simulation: 0.4751 m/s
At 0.5 s, 0.1 m: c = 0.9998, theta = 0.9998; simulation 0.9998, 0.9998
At 0.5 s, 0.2 m: c = 0.9115, theta = 0.9113; simulation 0.9114, 0.9113
At 0.5 s, 0.3 m: c = 0.0204, theta = 0.0204; simulation 0.0205, 0.0204
Largest field error in c: 1.1e-04
Largest field error in theta: 1.1e-04
Dimensionless dose for 99 % coverage: 14.3561
Square pulse for 99 % coverage: 0.4873 s
Lab time of 99 % coverage: 0.7873 s
Same, simulation: 0.7874 s
Final coverage, square pulse: 0.9900
Final coverage, smooth pulse: 0.9900
Smooth pulse duration: 0.9747 s
Precursor utilisation: 67.92 %
Same, simulation: 67.92 %
Chosen diffusion coefficient: 0.002 m^2/s
With axial diffusion, half-density passage: 0.6375 s
With axial diffusion, 10-90 % width: 0.1671 s
With axial diffusion, 99 % coverage: 0.7915 s
Transverse ratio k*(gap/2)/D: 0.1017
Clean-wall uptake relative to uniform gas: 0.9670
```
